# A nonzero equilibrium spin current without spin accumulation or delivery

A uniform two-dimensional electron gas with Rashba coupling \(\alpha\), in equilibrium at zero temperature and with both spin branches occupied, carries the conventional spin current

\[
J_x^y=-\frac{m^2\alpha^3}{6\pi\hbar^4}.
\]

Its spin density is zero. If the gas ends at a wall, no spin accumulates there. If it is joined to a closed region without spin-orbit coupling, no net spin current crosses the boundary into that region. Some can still flow parallel to the boundary just inside it and, unless the system is uniform along the boundary, some can cross at one place and return at another. A nonzero conventional spin current is therefore not, by itself, evidence of spin accumulation or of spin delivered anywhere.

## The counter-example

**Model and definition.** The electrons are independent, with mass \(m\) and constant \(\alpha\). There is no magnetic field, magnetic order or bias. The Hamiltonian is

\[
H=\frac{\hbar^2k^2}{2m}+\alpha(\sigma_xk_y-\sigma_yk_x).
\]

The conventional spin current is the symmetrized product of spin and velocity, summed over occupied states per unit area:

\[
J_i^j=\frac{\hbar}{2}\left\langle\tfrac12\{\sigma_j,v_i\}\right\rangle .
\]

The lower index is the direction of flow and the upper index the spin component. The unit is angular momentum per time and per width, which is energy per length.

**States.** The spin-dependent term is \(\mathbf w\cdot\boldsymbol\sigma\) with \(\mathbf w=\alpha(k_y,-k_x,0)\) and \(|\mathbf w|=\alpha k\) for \(\alpha>0\). The two branches \(\lambda=\pm1\) have their spins along \(\lambda\mathbf w\):

\[
E_\lambda=\frac{\hbar^2k^2}{2m}+\lambda\alpha k,\qquad
\langle\sigma_x\rangle=\lambda\frac{k_y}{k},\qquad
\langle\sigma_y\rangle=-\lambda\frac{k_x}{k}.
\]

The velocity is \(v_x=\hbar^{-1}\partial H/\partial k_x=\hbar k_x/m-\alpha\sigma_y/\hbar\). Since \(\sigma_y^2=1\),

\[
\tfrac12\{\sigma_y,v_x\}=\frac{\hbar k_x}{m}\sigma_y-\frac{\alpha}{\hbar}.
\]

The last term is a number, the same for every electron whatever its spin. Inserting \(\langle\sigma_y\rangle\) and averaging over angle, where \(k_x^2\to k^2/2\), gives

\[
J_x^y=-\frac12\sum_\lambda\int_0^\infty\frac{k\,dk}{2\pi}
\left[\lambda\frac{\hbar^2k}{2m}+\alpha\right]f(E_\lambda), \tag{1}
\]

with \(f\) the Fermi function. The second part is \(-\alpha n/2\), where \(n\) is the electron density.

**Both branches occupied.** Measure the chemical potential \(\mu\) from the crossing at \(k=0\), and define

\[
k_\alpha=\frac{m\alpha}{\hbar^2},\qquad q=\sqrt{k_\alpha^2+\frac{2m\mu}{\hbar^2}} .
\]

The condition \(E_\lambda=\mu\) reads \(k^2+2\lambda k_\alpha k-2m\mu/\hbar^2=0\). For \(\mu\ge0\) its larger root is \(k_\lambda=q-\lambda k_\alpha\), and at zero temperature each branch is filled from 0 to \(k_\lambda\). The first part of (1) is

\[
J_{\rm kin}=-\frac{\hbar^2}{8\pi m}\,\frac{k_+^3-k_-^3}{3}
=\frac{\hbar^2}{24\pi m}\left[(q+k_\alpha)^3-(q-k_\alpha)^3\right]
=\frac{\hbar^2k_\alpha}{12\pi m}(3q^2+k_\alpha^2).
\]

The density is

\[
n=\frac{k_+^2+k_-^2}{4\pi}=\frac{q^2+k_\alpha^2}{2\pi},
\]

so, with \(\alpha=\hbar^2k_\alpha/m\), the second part is

\[
J_{\rm so}=-\frac{\alpha n}{2}=-\frac{\hbar^2k_\alpha}{12\pi m}(3q^2+3k_\alpha^2).
\]

In the sum the terms with \(q^2\) cancel, and with them the dependence on \(\mu\):

\[
J_x^y=-\frac{\hbar^2k_\alpha^3}{6\pi m}=-\frac{m^2\alpha^3}{6\pi\hbar^4}. \tag{2}
\]

For the other component, \(v_y=\hbar k_y/m+\alpha\sigma_x/\hbar\) and \(\langle\sigma_x\rangle=\lambda k_y/k\). Both terms change sign, so \(J_y^x=-J_x^y\). Reversing \(\alpha\) exchanges the spin directions of the branches and reverses both currents.

The spin density vanishes, because at each energy the spins at \(\mathbf k\) and \(-\mathbf k\) are opposite. Their velocities are opposite too, so the product of spin and velocity has the same sign for both and survives the sum.

**Low density.** The cubic law needs \(\mu\ge0\). At \(\mu=0\), \(q=k_\alpha\) and \(n=k_\alpha^2/\pi\), so the condition is \(n\ge k_\alpha^2/\pi\). Below this density the lower branch alone is filled, between \(k_\alpha-q\) and \(k_\alpha+q\). Then

\[
n=\frac{(k_\alpha+q)^2-(k_\alpha-q)^2}{4\pi}=\frac{k_\alpha q}{\pi},
\]

\[
J_{\rm kin}=\frac{\hbar^2}{24\pi m}\left[(k_\alpha+q)^3-(k_\alpha-q)^3\right]
=\frac{\hbar^2q}{12\pi m}(3k_\alpha^2+q^2),
\]

and \(J_{\rm so}=-\alpha n/2=-6\hbar^2k_\alpha^2q/(12\pi m)\). Adding these and putting \(q=\pi n/k_\alpha\),

\[
J_x^y=-\frac{\hbar^2q}{12\pi m}(3k_\alpha^2-q^2)
=-\frac{\alpha n}{4}\left[1-\frac{\pi^2n^2}{3k_\alpha^4}\right]. \tag{3}
\]

At \(n=k_\alpha^2/\pi\) the bracket is \(2/3\), and (3) joins (2). At fixed density the current thus grows as \(\alpha^3\) while \(k_\alpha^2\le\pi n\), and approaches \(-\alpha n/4\) for very strong coupling.

**Why the linear term is absent.** Replace the parabola by any smooth increasing \(\varepsilon(k)\) with \(\varepsilon(0)=0\), and let \(\alpha\) be small at fixed \(\mu>0\). In (1), \(\hbar^2k/m\) becomes \(\varepsilon'=E_\lambda'-\lambda\alpha\), so the bracket becomes \((\lambda E_\lambda'+\alpha)/2\). At zero temperature, integration by parts gives

\[
\int k\,E_\lambda'\,dk=\int(\mu-E_\lambda)\,dk
\]

over the occupied range, because \(k(\mu-E_\lambda)\) vanishes at both ends. Define

\[
D(a)=\int_0^{K(a)}[\mu-\varepsilon(k)-ak]\,dk,\qquad \varepsilon(K)+aK=\mu .
\]

The integrand vanishes at the upper limit, so \(D'(a)=-K^2/2\), which is minus the integral of \(k\) over the occupied range. Branch \(\lambda\) has \(a=\lambda\alpha\), and therefore

\[
J_x^y=-\frac1{8\pi}\Big\{D(\alpha)-D(-\alpha)-\alpha[D'(\alpha)+D'(-\alpha)]\Big\}.
\]

Expanding about \(a=0\), the terms linear in \(\alpha\) are \(2\alpha D'(0)-2\alpha D'(0)=0\). The cubic terms are \(2\alpha^3D'''(0)(1/6-1/2)=-\tfrac23\alpha^3D'''(0)\), so \(J_x^y=\alpha^3D'''(0)/(12\pi)\) to leading order.

To find \(D'''\), differentiate the condition for \(K\): \(\partial_\mu K=1/(\varepsilon'+a)\) and \(\partial_aK=-K\,\partial_\mu K\). Hence \(\partial_a(K^2/2)=-K^2\partial_\mu K=-\partial_\mu(K^3/3)\). A second derivative gives \(\partial_a^2(K^2/2)=-\partial_\mu(K^2\partial_aK)=\partial_\mu(K^3\partial_\mu K)\). At \(a=0\),

\[
J_x^y\simeq-\frac{\alpha^3}{12\pi}\frac{d}{d\mu}
\left[\frac{k_F^3}{\varepsilon'(k_F)}\right],\qquad \varepsilon(k_F)=\mu. \tag{4}
\]

For a parabola the bracket is \(2m^2\mu/\hbar^4\), which returns (2). The linear cancellation does not depend on the shape of the band, but the cubic coefficient does.

## Numbers for a semiconductor well

Take rough typical values for an InAs-like quantum well: \(m=0.03\,m_e\), \(\alpha=10\) meV nm, \(n=5\times10^{11}\ \mathrm{cm^{-2}}=0.005\ \mathrm{nm^{-2}}\), at 4.2 K. Then \(\hbar^2/m=2540\) meV nm², and

\[
k_\alpha=\frac{10}{2540}=0.003937\ \mathrm{nm^{-1}},\qquad
\frac{k_\alpha^2}{\pi}=4.9\times10^{8}\ \mathrm{cm^{-2}} .
\]

The density is about a thousand times the least value for the cubic law. The two parts and their sum are

\[
J_{\rm so}=-\tfrac12(10)(0.005)=-0.02500000,\qquad
J_{\rm kin}=+0.02499178\ \mathrm{meV/nm},
\]

\[
J_x^y=-\frac{2540\,(0.003937)^3}{6\pi}=-8.22\times10^{-6}\ \mathrm{meV/nm}.
\]

The long decimals are needed to show the cancellation; they are not a claim about a real well. The spin-orbit part is about 3040 times the sum, so dropping either part would give a result about that many times too large, and dropping the spin-orbit part would also give the wrong sign. Multiplied by \(2e/\hbar\), the current is \(-4.0\) nA/µm. This is a change of unit, not a current that a contact would collect.

**Band shape.** Real narrow-gap wells depart from the parabola. With a rough gap \(E_g=400\) meV, use \(\varepsilon(1+\varepsilon/E_g)=\hbar^2k^2/2m\). Differentiation gives \(\varepsilon'(1+2\varepsilon/E_g)=\hbar^2k/m\), so the bracket in (4) is

\[
\frac{k^3}{\varepsilon'}=\frac{2m^2}{\hbar^4}\,\varepsilon
\left(1+\frac{\varepsilon}{E_g}\right)\left(1+\frac{2\varepsilon}{E_g}\right).
\]

Its derivative, relative to the parabolic value, is \(1+6x+6x^2\) with \(x=\varepsilon/E_g\). Since \(x(1+x)=\hbar^2k_F^2/(2mE_g)\) and \(k_F^2=2\pi n\) to leading order, the factor is

\[
1+\frac{6\pi n\hbar^2}{mE_g}=1+\frac{6(39.9)}{400}=1.60 .
\]

This is a 60% increase over (2), with \(\alpha\) held constant. It is the largest of the corrections estimated here, but all of them belong to the one-band model, in which \(\boldsymbol\sigma\) is the true spin and \(\alpha\) is constant. A real narrow-gap well meets neither condition exactly: spin-orbit coupling in the valence band mixes the spins in the conduction states, and \(\alpha\) varies with \(k\). The two effects act differently. A \(k\)-dependent \(\alpha\) keeps the linear cancellation: to first order in \(\mathbf w\) the two branches sum to \(\partial(fw_y)/\partial k_x\), whose integral vanishes. It does change the cubic coefficient. With \(\alpha\propto(1+\hbar^2k^2/mE_g)^{-p}\) and \(\alpha(k_F)=10\) meV nm, the factor 1.60 becomes 0.90 for \(p=1\) and 0.20 for \(p=2\). Spin mixing is not covered by this argument, because the true spin is then no longer \(\boldsymbol\sigma\), and a term linear in \(\alpha\) can remain. Because each part is about 3040 times the sum, a mismatch of only 0.1% between them would be three times the current (2). The value \(-8.22\times10^{-6}\) meV/nm therefore illustrates the cancellation in the model. It does not predict the conventional spin current of a real InAs well, not even its order of magnitude.

**Temperature.** Equation (1) is linear in the occupation, and a thermal occupation is an average of zero-temperature ones with weight \(-\partial f/\partial E\). The zero-temperature current is constant above \(E=0\) and vanishes below \(-E_\alpha\), with \(E_\alpha=\hbar^2k_\alpha^2/2m=0.020\) meV. For \(k_BT\gg E_\alpha\) the current (2) is therefore multiplied by \(f(0)\). Let \(\mu_0=\pi n\hbar^2/m\). Neglecting \(E_\alpha\), fixed density requires \(e^{\mu_0/k_BT}=1+e^{\mu/k_BT}\), so

\[
f(0)=\frac{e^{\mu/k_BT}}{1+e^{\mu/k_BT}}=1-e^{-\mu_0/k_BT}.
\]

At 300 K, \(k_BT=25.85\) meV and the factor is \(1-e^{-39.9/25.85}=0.79\). At 4.2 K the reduction is negligible.

**Other couplings and disorder.** A linear Dresselhaus term \(\beta(\sigma_xk_x-\sigma_yk_y)\), with a rough \(\beta=3\) meV nm, lowers the current to 0.91 of (2). This value comes from diagonalizing \(H(\mathbf k)\) and integrating numerically over \(\mathbf k\). Scattering at a mobility of 20000 cm²/Vs gives a level width \(\hbar/\tau=1.93\) meV, using \(\tau=m\times\text{mobility}/e\). This takes the transport time as the lifetime of a level, which holds for scattering equally likely in all directions; where small-angle scattering dominates, the width is larger. To estimate the effect, average the nearly step-like zero-temperature current over chemical potential, with a Lorentzian weight of this full width. The result is \(\tfrac12+\pi^{-1}\arctan(2\mu\tau/\hbar)=0.992\) of (2), with \(\mu=39.86\) meV. The width far exceeds \(E_\alpha\), yet in this estimate it barely matters, because \(\mu\) lies far above the step.

## The correct general statement

Consider independent electrons in equilibrium under a static Hamiltonian that is invariant under time reversal.

1. The spin density is zero at every point, whatever the value of the conventional spin current.
2. Let a Rashba strip be uniform along \(y\), with hard walls in \(x\) and a coupling \(\alpha(x)\). In a part with \(\alpha=0\) that extends to a wall, \(J_x^y=0\).
3. Across the whole strip, \(\int J_x^y\,dx=-\int x\,\tau_y\,dx\), where \(\tau_y\) is the spin torque density.

**Proof of 1.** Let \(\Theta\) be the antiunitary time-reversal operator, and \(\rho=f(H)\) the occupation operator. Since \(\Theta\) commutes with \(H\) and \(f\) is real, \(\Theta\rho\Theta^{-1}=\rho\). For an antiunitary operator, \(\mathrm{Tr}(\Theta B\Theta^{-1})=(\mathrm{Tr}\,B)^*\). The local spin operator \(S=\delta(\mathbf r-\hat{\mathbf r})\sigma_i\) obeys \(\Theta S\Theta^{-1}=-S\), and \(\mathrm{Tr}(\rho S)\) is real because both factors are Hermitian. Thus

\[
\mathrm{Tr}(\rho S)=\mathrm{Tr}(\Theta\rho S\Theta^{-1})
=-\mathrm{Tr}(\rho S)=0 .
\]

The product of spin and velocity is even under \(\Theta\), so this argument puts no limit on \(J_i^j\). Spatial inversion does: it reverses velocity and leaves spin unchanged. A uniform bulk current in equilibrium therefore requires broken inversion symmetry, which the Rashba term supplies.

**Proof of 2.** For a state \(e^{ik_yy}\psi(x)\), the Hermitian form of the Hamiltonian is

\[
H=-\frac{\hbar^2}{2m}\partial_x^2+\frac{\hbar^2k_y^2}{2m}
+\alpha k_y\sigma_x+\frac i2(\alpha\partial_x+\partial_x\alpha)\sigma_y,
\]

where \(\partial_x\alpha\) acts as a product of operators. The Schrödinger equation gives

\[
\partial_t(\psi^\dagger\sigma_y\psi)=\frac2\hbar\,\mathrm{Im}(\psi^\dagger\sigma_yH\psi).
\]

The terms contribute as follows:

- Kinetic term along \(x\): \(-(\hbar/m)\,\mathrm{Im}(\psi^\dagger\sigma_y\psi'')=-\partial_x[(\hbar/m)\,\mathrm{Im}(\psi^\dagger\sigma_y\psi')]\), because \(\psi'^\dagger\sigma_y\psi'\) is real.
- Term with \(\sigma_y\): \(\hbar^{-1}\mathrm{Re}(2\alpha\psi^\dagger\psi'+\alpha'\psi^\dagger\psi)=\partial_x(\alpha\psi^\dagger\psi/\hbar)\).
- Term with \(\sigma_x\): since \(\sigma_y\sigma_x=-i\sigma_z\), it gives \(-(2/\hbar)\alpha k_y\psi^\dagger\sigma_z\psi\).
- The term \(\hbar^2k_y^2/2m\) gives zero, because \(\psi^\dagger\sigma_y\psi\) is real.

Multiply by \(\hbar/2\) and sum over occupied states, per unit length along \(y\):

\[
\partial_ts_y+\partial_xJ_x^y=\tau_y,\qquad
\tau_y=-\sum_{\rm occ}\alpha k_y\psi^\dagger\sigma_z\psi, \tag{5}
\]

\[
J_x^y=\frac\hbar2\sum_{\rm occ}\left[\frac\hbar m\mathrm{Im}(\psi^\dagger\sigma_y\psi')
-\frac\alpha\hbar\psi^\dagger\psi\right].
\]

This is the conventional current. It vanishes at a hard wall, where \(\psi=0\). In equilibrium \(\partial_ts_y=0\), so \(\partial_xJ_x^y=\tau_y\). Where \(\alpha=0\) there is no torque and \(J_x^y\) is constant; its value at the wall fixes that constant at zero.

**Proof of 3.** Multiply \(\tau_y=\partial_xJ_x^y\) by \(x\) and integrate by parts. The boundary term \(xJ_x^y\) vanishes at both walls, which leaves \(\int x\tau_y\,dx=-\int J_x^y\,dx\).

**Meaning.** Without assuming a stationary state, the same integration of (5) gives

\[
\frac{d}{dt}\int x\,s_y\,dx=\int(J_x^y+x\tau_y)\,dx .
\]

The left side measures the displacement of spin across the sample. Its rate contains the torque as well as the conventional current, and in equilibrium the two cancel. In the uniform interior the spins lie in the plane, so \(\langle\sigma_z\rangle=0\) and the torque vanishes there. The torque is concentrated near the ends of the Rashba region, where it can change sign with depth. Summed over one end, it supplies the spin that the conventional current carries; summed over the other, it removes it. \(J_x^y\) alone therefore does not give a rate of delivery to something outside.

Such a rate can be read from \(J_x^y\) where spin is conserved. If \(\tau_y=0\) from \(x_0\) to a closed right-hand end, integrating (5) gives

\[
\frac{d}{dt}\int_{x_0}^{\rm end}s_y\,dx=J_x^y(x_0).
\]

There a nonzero current does mean that the spin beyond \(x_0\) is changing: it builds up or drains away. In equilibrium this current is zero.

## A strip with a region free of spin-orbit coupling

A lattice strip shows the profile. Let the spacing be \(a\) and the hopping energy \(t\), so that \(\hbar^2/m=2ta^2\). The first 60 sites along \(x\) have \(\alpha=0.5\,ta\), and the next 30 have \(\alpha=0\); both ends are closed. The strip is periodic along \(y\), with 96 values of \(k_y\). In the Rashba term \(k_i\) is replaced by \(\sin(k_ia)/a\), and the bond between the two regions takes the mean coupling. With \(\mu=0.5\,t\) and \(k_BT=0.08\,t\), diagonalizing the Hamiltonian and filling its levels gives:

| Place | \(J_x^y\) (\(10^{-3}\,t/a\)) |
|---|---|
| after site 1 | −1.123 |
| after site 3 | −1.397 |
| after site 11 | −1.264 |
| middle of Rashba part | −1.264 |
| plain part | 0, to rounding |

The current builds up within a few sites of the wall, overshoots, and settles at the value of an endless lattice with the same parameters, also \(-1.264\times10^{-3}\,t/a\). The torque summed from the wall to the middle has this same value, as (5) requires. The spin density is zero to rounding at every site. The current summed over all bonds, times \(a\), is \(-0.0752\,t\), and the torque dipole is \(+0.0752\,t\), as statement 3 demands.

The continuum law (2) would give \(-1.658\times10^{-3}\,t/a\), so this lattice carries 24% less. Temperature accounts for little of that: here \(k_BT\) is not large compared with \(E_\alpha\), but the thermal factor of the continuum law still lies between \(f(0)=1/(1+e^{-6.25})=0.998\) and 1. At lower filling and weaker coupling, \(\mu=0.03\,t\), \(\alpha=0.1\,ta\) and \(k_BT=0.003\,t\), the endless lattice gives 0.987 of (2), as expected when the wavelengths are long compared with \(a\).

Time-reversal symmetry is essential for statement 1. The proofs of statements 2 and 3 use only that the state is stationary, and both still hold with the exchange term below, which exerts no torque on \(s_y\). Adding an exchange term \(0.02\,t\,\sigma_y\) to the Rashba sites, with all else fixed, produces a largest \(|\langle\sigma_y\rangle|\) of \(4.2\times10^{-3}\) per site. Spin density then exists in equilibrium, but its cause is the broken symmetry, and it cannot be inferred from the size of the conventional spin current.

All numerical values are calculated from the stated model.
